# Why a Better Band Gap Does Not Validate a Frozen-3d Pseudopotential

Suppose two pseudopotentials for a cation with a filled d shell are compared in a tetrahedral semiconductor. One treats the d electrons as valence electrons, the other freezes them in the core. With the local density approximation (LDA), the second gives the gap closer to experiment and is adopted. The crystal is then strained, or the functional is replaced by a better one, and the results get worse for no visible reason. The choice had rested on two errors of opposite sign.

## The belief and its appeal

The belief is that, of two pseudopotentials used with the same functional, the one that agrees better with experiment is the better pseudopotential. Experiment is the final judge of a calculation, and freezing a filled shell well below the valence bands looks harmless.

But a pseudopotential has a narrower task: to reproduce what the chosen functional would give with all the electrons present. Let \(E^{\rm full}\) be the gap with d unfrozen, \(E^{\rm fr}\) the gap with d frozen, both with one functional, and \(E^{\rm ref}\) the true gap. Adding and subtracting \(E^{\rm full}\) gives

\[
E^{\rm fr}-E^{\rm ref}=\underbrace{(E^{\rm full}-E^{\rm ref})}_{\text{functional error}}+\underbrace{(E^{\rm fr}-E^{\rm full})}_{\text{freezing error}} .
\]

Experiment sees the sum. LDA typically underestimates gaps, so the first term is negative. It remains to find the sign of the second.

## What freezing does to the bands

Take a fixed one-electron Hamiltonian \(H\) and orthonormal orbitals, in atomic units. Valence states must be orthogonal to core states. Putting \(N\) d orbitals in the core is therefore modelled here by deleting them from the valence space: \(H\) is replaced by \(QHQ\), acting in the space onto which \(Q=1-\sum_d|d\rangle\langle d|\) projects. The response of the potential is left out here.

Number the eigenvalues \(\lambda_1\le\lambda_2\le\dots\) The lowest \(j+N\) eigenvectors of \(H\) span a space in which \(\langle H\rangle\le\lambda_{j+N}(H)\). Orthogonality to \(N\) orbitals imposes \(N\) linear conditions, so at least \(j\) dimensions of this space survive inside the range of \(Q\). By the min-max principle, \(\lambda_j(QHQ)\) is the smallest value that the maximum of \(\langle H\rangle\) can take over \(j\)-dimensional subspaces of that range. Hence

\[
\lambda_j(QHQ)\le\lambda_{j+N}(H).
\]

Freezing a filled shell lowers the number of occupied bands by \(N\), so a band edge numbered \(j+N\) in the full calculation is numbered \(j\) in the frozen one. This holds whether or not the d bands lie lowest; in ZnS, for example, the anion s band lies below them. At fixed potential, freezing therefore raises neither band edge, although a band lying below the d level can rise. The gap opens if the valence edge falls more than the conduction edge. In a zinc-blende crystal with both edges at \(\Gamma\) and an s-like conduction edge, symmetry decides this.

## The coupling at the zone centre

Consider a zinc-blende crystal with s and d orbitals on the cation and p orbitals on the anion. At \(\Gamma\) all Bloch phases between neighbours equal one, so the hoppings along the four bonds simply add. The bond directions \((l,m,n)\) are \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), each divided by \(\sqrt3\).

For \(p_x\) and \(d_{yz}\), resolve both orbitals along the bond. The σ component of \(p_x\) is \(l\) and that of \(d_{yz}\) is \(\sqrt3\,mn\), with product \(\sqrt3\,lmn\). For a unit vector \(\mathbf t\) perpendicular to the bond, the π components are \(t_x\) and \(mt_z+nt_y\). The two perpendicular directions satisfy \(\sum_t t_it_j=\delta_{ij}-u_iu_j\), where \(\mathbf u=(l,m,n)\), so

\[
\sum_t t_x(mt_z+nt_y)=m(-ln)+n(-lm)=-2lmn .
\]

One bond thus contributes \(lmn(\sqrt3\,V_{pd\sigma}-2V_{pd\pi})\). For all four bonds \(lmn=+1/(3\sqrt3)\), and the sum is

\[
V=\frac{4}{3\sqrt3}\left(\sqrt3\,V_{pd\sigma}-2V_{pd\pi}\right)=\frac43V_{pd\sigma}-\frac{8}{3\sqrt3}V_{pd\pi}.
\]

The other elements of \(p_x\) vanish. Those with \(d_{xy}\), \(d_{xz}\) and the remaining two d orbitals are odd in \(m\), \(n\) and \(l\) respectively, and even in the other two cosines. Since \(l^2=m^2=n^2=\tfrac13\), they are proportional to \(\sum m\), \(\sum n\) and \(\sum l\), which are zero. The element with the cation s orbital is proportional to \(\sum l\) and is zero too. By cyclic symmetry each p orbital meets one d orbital. The s level, which forms the conduction edge, meets neither p nor d at \(\Gamma\).

## The size of the repulsion

Let \(E_p\) be the p level at \(\Gamma\) without d, and \(D=E_p-E_d>0\). The eigenvalues of the two-level problem obey \((E_p-E)(E_d-E)=V^2\). Writing the upper one as \(E=E_p+\delta\) gives \((-\delta)(-D-\delta)=V^2\), or

\[
\delta^2+D\delta=V^2,\qquad \delta=\frac{-D+\sqrt{D^2+4V^2}}{2}.
\]

The d shell pushes the valence edge up by \(\delta\) and leaves the s edge alone, so the gap is \(E_s-E_p-\delta\). Freezing d removes \(\delta\) and opens the gap by that amount.

For \(|V|\ll D\), \(\delta\simeq V^2/D\): at fixed \(V\) the repulsion falls only as \(1/D\). Where the deeper shell is also more compact, as in gallium compared with zinc, \(V\) is expected to be smaller too. For an isolated atom \(V=0\) and \(\delta=0\). In this model, a comparison of the free atom's energy levels therefore cannot reveal the error. An actual pseudopotential does not literally project out the d orbitals: its \(l=2\) channel is fitted to the all-electron scattering at a chosen energy, and how much of the repulsion survives depends on that fit. A fit close to the valence edge can retain most of it. In this orthonormal model, deletion removes all of it. How much is removed depends on which d orbital is deleted. A free-atom d orbital has an overlap \(S\) with the p orbital, and making p orthogonal to it leaves the coupling \((H_{pd}-SE_d)/\sqrt{1-S^2}\). If \(H_{pd}=SE_d\), the p level is raised by \(S^2D/(1-S^2)\) with d frozen or not, and freezing removes nothing. This shows the mechanism, but \(\delta\) is neither a prediction of the error of a particular pseudopotential nor a bound on it.

The position of the d level matters as well. With amplitudes \(a\) on p and \(c\) on d, the second row of the eigenvalue equation, \(Va+(E_d-E)c=0\), gives \(c/a=V/(D+\delta)\). Since \(V^2=\delta(D+\delta)\), \(c^2/a^2=\delta/(D+\delta)\), and the d weight is

\[
w=\frac{c^2}{a^2+c^2}=\frac{\delta}{D+2\delta}.
\]

Differentiating \(\delta^2+D\delta=V^2\) at fixed \(V\) gives \(d\delta/dD=-\delta/(D+2\delta)\). At fixed \(E_p\), \(dD/dE_d=-1\), so \(d\delta/dE_d=w>0\). At the same \(V\), a functional that places the d level too close to the p level exaggerates the repulsion.

## A staged cancellation

The following crystal has round model parameters and represents no particular compound. The hoppings are \(V_{pd\sigma}=-1.00\) eV and \(V_{pd\pi}=0.50\) eV, so

\[
V=-1.333-0.770=-2.103\ \text{eV}.
\]

The p level at \(\Gamma\) without d is at zero. An LDA-like Hamiltonian has \(E_s=2.00\) eV and \(E_d=-12.00\) eV. A reference Hamiltonian, standing in for experiment, has \(E_s=2.30\) eV and \(E_d=-16.00\) eV. Its higher s level and deeper d level imitate the usual directions of the LDA errors, and the values are chosen so that the cancellation occurs.

With \(D=12\) eV the repulsion is \(\delta=0.358\) eV (0.0132 hartree), against a second-order estimate of 0.369 eV. With \(D=16\) eV it is 0.272 eV. The gaps are

- LDA-like, d unfrozen: \(2.000-0.358=1.642\) eV;
- LDA-like, d frozen: 2.000 eV;
- reference: \(2.300-0.272=2.028\) eV.

The functional error is \(-0.386\) eV, the freezing error \(+0.358\) eV, and their sum \(-0.028\) eV. Judged by the gap, the frozen calculation looks more than ten times better. Yet the d weight of the valence edge is only 2.8 percent, so a small admixture is no licence to freeze.

It might be argued that freezing merely removes a repulsion that LDA had exaggerated. The exaggerated part is \(0.358-0.272=0.086\) eV. The other 0.272 eV is present in the reference too, and is removed with it. The frozen gap is good because this missing repulsion offsets the s-level error of \(-0.300\) eV.

Now repair the functional by using the reference levels. The unfrozen calculation becomes right by construction. The frozen one gives 2.300 eV, wrong by \(+0.272\) eV. A better functional has made the result worse, because nothing is left to hide the freezing error.

## Where the agreement breaks

**Bond length.** Let the p-d hopping vary with bond length \(b\) as \(b^{-7/2}\), with all other parameters held fixed. Then \(dV^2/d\ln b=-7V^2\), and differentiating \(\delta^2+D\delta=V^2\) gives \((2\delta+D)\,d\delta/d\ln b=-7V^2\). Because \(2\delta+D=\sqrt{D^2+4V^2}\) and the gap contains \(-\delta\),

\[
\frac{dE_{\rm gap}}{d\ln b}=\frac{7V^2}{\sqrt{D^2+4V^2}} .
\]

This is 1.87 eV for the reference, 2.43 eV for the unfrozen LDA-like crystal and zero for the frozen one. Shortening the bond from 2.00 to 1.90 angstrom lowers the reference gap by 0.115 eV and the unfrozen gap by 0.149 eV. The frozen gap does not move, and its error changes sign, from \(-0.028\) to \(+0.087\) eV. At the shorter bond it is still nearer the reference than the unfrozen gap of 1.494 eV. A second gap value would thus again have favoured the wrong choice; the response exposes it. In a real crystal the other parameters also change with strain, so these slopes are the p-d part alone.

**Wave vector.** At the zone-boundary point X along \(x\), the bond phases are \(+i\) for \(l>0\) and \(-i\) for \(l<0\). Now \(p_y\) meets \(d_{xy}\), whose one-bond element \(l[\sqrt3\,m^2V_{pd\sigma}+(1-2m^2)V_{pd\pi}]\) is odd in \(l\). The sum has magnitude

\[
\left|\frac43V_{pd\sigma}+\frac{4}{3\sqrt3}V_{pd\pi}\right|=|-1.333+0.385|=0.948\ \text{eV}.
\]

The p level there lies at \(-1.00\) eV, 11 eV above d, so the repulsion is about \(0.948^2/11=0.08\) eV, in accord with the computed 0.081 eV. Freezing therefore lowers the valence edge by 0.358 eV at \(\Gamma\) but the top valence band by only 0.081 eV at X. The separation of these two levels is 1.277 eV unfrozen, 1.000 eV frozen and 1.212 eV in the reference. For this quantity the unfrozen calculation is clearly the better one, and no rigid shift of the bands can mend the frozen one.

**Structure.** With six octahedral bonds, every bond has an opposite partner. The p-d element changes sign when the bond is reversed, because p is odd and d even under inversion, so the sum at \(\Gamma\) vanishes. Freezing then has no p-d repulsion to remove from the p level at \(\Gamma\), and a functional error there stays uncancelled. The pairing survives wherever opposite bonds carry equal phases, as at X, where the two bonds along \(x\) both have phase \(-1\). At other wave vectors the phases spoil it: at L, where opposite bonds have phases \(+i\) and \(-i\), the largest coupling is 2.65 eV. Freezing does remove a repulsion there, so a gap whose valence edge lies away from \(\Gamma\) can still carry a freezing error.

**Character of the conduction edge.** Opening is not a general law. Take two levels 2.00 eV apart, with a d level 12 eV below the lower one, and let d couple to the lower by 0.50 eV and to the upper by 2.00 eV. To second order d raises them by \(0.25/12=0.02\) eV and \(4/14=0.29\) eV. The computed gap is 2.264 eV with d and 2.000 eV without: here freezing narrows the gap.

## What does validate a pseudopotential

The freezing error is \(E^{\rm fr}-E^{\rm full}\), and experiment does not enter it. It is measured by comparing with an all-electron calculation, or one with the d shell in the valence, using the same functional and the same geometry. Since the error depends on bond length, wave vector and structure, one gap in one crystal is not enough. Once this difference is small for the quantities of interest, a comparison with experiment says something about the functional.

The model isolates one mechanism at fixed potential. In a real compound, freezing the d shell also suppresses the relaxation of the shell, alters the treatment of exchange and correlation between core and valence densities, and can change the computed lattice constant. These effects may add to the gap change or oppose it, and their size has to be calculated for each compound. The separation into functional error and freezing error holds whatever their size. The numerical output follows.

## Computed values

```
bond length: 2.00 angstrom
p onsite level: -1.00 eV
pp sigma hopping between anions: 0.25 eV
sp sigma hopping: 1.50 eV
pd sigma hopping: -1.00 eV
pd pi hopping: 0.50 eV
s level, LDA-like: 2.00 eV
d level, LDA-like: -12.00 eV
s level, reference: 2.30 eV
d level, reference: -16.00 eV
p level at Gamma without d: -0.0000 eV
size of p-d coupling V at Gamma: 2.1031 eV
p-d distance D, LDA-like: 12.0000 eV
p-d distance D, reference: 16.0000 eV
p-d repulsion, LDA-like: 0.3579 eV
p-d repulsion, LDA-like: 0.01315 hartree
second-order estimate V^2/D: 0.3686 eV
p-d repulsion, reference: 0.2718 eV
d weight of valence edge, LDA-like: 2.81 percent
gap, LDA-like, d unfrozen: 1.6421 eV
gap, LDA-like, d frozen: 2.0000 eV
gap, reference: 2.0282 eV
functional error: -0.3861 eV
freezing error: 0.3579 eV
total error with d frozen: -0.0282 eV
gap, repaired functional, d frozen: 2.3000 eV
its error: 0.2718 eV
gap slope per ln(length), LDA-like unfrozen: 2.4349 eV
gap slope per ln(length), LDA-like frozen: 0.0000 eV
gap slope per ln(length), reference: 1.8715 eV
shortened bond length: 1.90 angstrom
short bond: reference gap: 1.9135 eV
short bond: LDA-like unfrozen gap: 1.4936 eV
short bond: LDA-like frozen gap: 2.0000 eV
short bond: total error with d frozen: 0.0865 eV
freezing shift of top valence band at X: 0.0812 eV
valence Gamma-X separation, LDA-like unfrozen: 1.2767 eV
valence Gamma-X separation, LDA-like frozen: 1.0000 eV
valence Gamma-X separation, reference: 1.2121 eV
octahedral p-d coupling at Gamma: 0.0000 eV
octahedral largest p-d coupling at L: 2.6458 eV
counterexample: valence-d coupling: 0.50 eV
counterexample: conduction-d coupling: 2.00 eV
counterexample: gap with d: 2.2644 eV
counterexample: gap with d frozen: 2.0000 eV
```
